# The Doniach Diagram: Estimating the Critical Coupling of a Kondo Lattice

## Problem

A metal has one localized spin $S=1/2$ on every site of a lattice with $N$ sites. The spins are coupled to the conduction electrons by

$$H=\sum_{k\sigma}\varepsilon_k c^\dagger_{k\sigma}c_{k\sigma}+J\sum_i \mathbf S_i\cdot\mathbf s_i ,\qquad \mathbf s_i=\sum_{\alpha\beta}c^\dagger_{i\alpha}\frac{\boldsymbol\sigma_{\alpha\beta}}{2}c_{i\beta},\qquad J>0 .$$

Let $\rho$ be the density of states at the Fermi level per site and per spin direction, $D$ the half bandwidth, and $g=\rho J$. In the algebra $\hbar=k_B=1$, so temperatures are energies.

1. Show that a single spin is screened below a scale $T_K=De^{-1/g}$.
2. Show that the electrons also couple the spins to each other, with an ordering scale $T_{RKKY}=c\,\rho J^2$, and find the number $c$.
3. Find the coupling $J_c$ at which the two scales are equal, and the condition for it to exist.
4. Evaluate $J_c$ for a simple cubic band $\varepsilon_k=-2t(\cos k_x+\cos k_y+\cos k_z)$, with $k$ in units of the inverse lattice constant, $t=0.25$ eV and the Fermi level at $-t$. Tabulate both scales around $J_c$ and judge how reliable the estimate is.

## Solution

### 1. The Kondo scale

Consider one spin, and measure electron energies from the Fermi level. Take $\rho$ constant between $-D$ and $D$. We remove the states in two thin shells of width $\delta D$ at the band edges and ask how $J$ must change so that the electrons near the Fermi level scatter as before. Each shell holds $N\rho\,\delta D$ states per spin direction, and each state has weight $1/N$ on the site of the spin. A sum over a shell therefore gives $\rho\,\delta D$.

Write $\tau^a=\sigma^a/2$. To second order in $J$, an electron can scatter from $k$ to $k'$ through the shells in two ways.

- **Through an empty state at $+D$.** The electron enters the shell with vertex $S^a\tau^a$ and leaves it with $S^b\tau^b$. The intermediate state lies higher by $D$, so the contribution is $-\dfrac{J^2\rho\,\delta D}{D}\displaystyle\sum_{ab}S^bS^a\,\tau^b\tau^a$.
- **Through a filled state at $-D$.** A shell electron first moves to $k'$, with vertex $S^a\tau^a$. The electron from $k$ then fills the hole, with vertex $S^b\tau^b$. The electron matrices now stand in the order $\tau^a\tau^b$. For a filled shell state $h$, $c_h^\dagger c_k c_{k'}^\dagger c_h\to c_kc_{k'}^\dagger=-c_{k'}^\dagger c_k+\delta_{kk'}$, which reverses the sign. The $\delta_{kk'}$ term gives a constant energy. The contribution is $+\dfrac{J^2\rho\,\delta D}{D}\displaystyle\sum_{ab}S^bS^a\,\tau^a\tau^b$.

The sum contains a commutator:

$$-\frac{J^2\rho\,\delta D}{D}\sum_{ab}S^bS^a[\tau^b,\tau^a],\qquad [\tau^b,\tau^a]=i\sum_c\epsilon_{bac}\tau^c .$$

The spin algebra $\mathbf S\times\mathbf S=i\mathbf S$ gives $\sum_{ab}\epsilon_{bac}S^bS^a=iS^c$. The two factors of $i$ multiply to $-1$, and the result is $+(J^2\rho\,\delta D/D)\,\mathbf S\cdot\boldsymbol\tau$. This has the form of the original coupling, so

$$\delta J=\rho J^2\,\frac{\delta D}{D}.$$

The commutator is essential: for a classical spin, whose components commute, the two processes would cancel.

Let $D'$ be the running half bandwidth. Since $D'$ decreases when a shell is removed,

$$\frac{dg}{dD'}=-\frac{g^2}{D'}\quad\Rightarrow\quad \frac{d}{dD'}\frac1g=\frac1{D'}\quad\Rightarrow\quad \frac1{g(D')}=\frac1g-\ln\frac{D}{D'} .$$

The right side vanishes at $D'=De^{-1/g}$. There the running coupling diverges within this approximation, which shows that perturbation theory has broken down at this scale. If the coupling keeps growing until it dominates the remaining band energy, the term $J\,\mathbf S\cdot\mathbf s$ alone decides the local state. For $J>0$ its ground state is the singlet of the spin and one electron, with energy $-3J/4$ against $+J/4$ for the triplet, and it carries no moment: the spin is screened. That the growth continues this far is assumed here, since the leading-order equation cannot follow it. This defines

$$T_K=De^{-1/g}.$$

The derivation is of leading order in $g$. It gives the exponent, but it does not settle the factor in front, which the neglected higher-order terms can also make depend on $g$.

### 2. The RKKY scale

**The pair coupling.** Hold the spins fixed along $z$. An electron with spin $\sigma=\pm1$ then sees the potential $v_i=\sigma JS_i^z/2$ on site $i$. The first-order energy cancels between the two spin directions. The second-order energy for one direction is

$$E_2=-\sum_{kk'}|V_{k'k}|^2\frac{f_k(1-f_{k'})}{\varepsilon_{k'}-\varepsilon_k},\qquad V_{k'k}=\frac1N\sum_iv_ie^{-i(k'-k)\cdot R_i},$$

where $f_k$ is the occupation. Now average this expression with the one in which $k$ and $k'$ are exchanged. The products $f_kf_{k'}$ cancel:

$$E_2=-\frac12\sum_{kk'}|V_{k'k}|^2\frac{f_k-f_{k'}}{\varepsilon_{k'}-\varepsilon_k}.$$

Set $k'=k+q$ and define

$$\chi_0(q)=\frac1N\sum_k\frac{f_k-f_{k+q}}{\varepsilon_{k+q}-\varepsilon_k},\qquad \chi_0(R)=\frac1N\sum_qe^{iq\cdot R}\chi_0(q).$$

Then $E_2=-\frac12\sum_{ij}v_iv_j\,\chi_0(R_i-R_j)$. At nonzero temperature the grand potential has the same form, with Fermi functions for $f_k$.

A given pair of sites occurs twice in the double sum, which removes the factor $1/2$. Each spin direction contributes $v_1v_2=J^2S_1^zS_2^z/4$, and there are two directions. The pair energy is therefore $-\frac12J^2\chi_0(R)S_1^zS_2^z$. Because $H$ is unchanged by a common rotation of all spins, the full coupling is

$$K(R)\,\mathbf S_1\cdot\mathbf S_2,\qquad K(R)=-\frac{J^2}{2}\chi_0(R).$$

The first spin polarizes the electrons around it, and the second spin feels that polarization.

**The ordering temperature.** In mean field, each spin sees the average moments $\mathbf m_j$ of the others through the field

$$\mathbf h_i=-\sum_{j\ne i}K(R_i-R_j)\,\mathbf m_j=\frac{J^2}{2}\sum_{j\neq i}\chi_0(R_i-R_j)\,\mathbf m_j .$$

A spin $1/2$ in a field $h$ has the moment $m=\frac12\tanh(h/2T)$, which is $h/4T$ for small $h$. Try a wave $\mathbf m_j=\mathbf m\cos(Q\cdot R_j)$. Since $\chi_0(R)=\chi_0(-R)$, the sum over all $j$ would give $\chi_0(Q)\,\mathbf m_i$. The term $j=i$ must be taken out, because a spin does not act on itself:

$$\mathbf h_i=\frac{J^2}{2}\left[\chi_0(Q)-\chi_0(R{=}0)\right]\mathbf m_i .$$

Inserting this into $\mathbf m_i=\mathbf h_i/4T$ gives the temperature at which the wave first sustains itself. The wave vector with the largest $\chi_0$ orders first on cooling:

$$T_{RKKY}=\frac{J^2}{8}\left[\max_q\chi_0(q)-\chi_0(R{=}0)\right]=c\,\rho J^2,\qquad c=\frac{\max_q\chi_0(q)-\chi_0(R{=}0)}{8\rho}.$$

By its definition, $\chi_0(R{=}0)$ is the average of $\chi_0(q)$ over all $q$, so $c$ cannot be negative. It measures how far the response peaks above its average. For $q\to0$ the summand of $\chi_0$ becomes $-\partial f/\partial\varepsilon$, so $\chi_0(q\to0)=\rho$ at low temperature. This makes $\rho$ a natural unit for $\chi_0$, but the factor $1/8$ and the subtraction can make $c$ much smaller than one.

The number $c$ is a constant only if $\chi_0$ settles to a finite value on cooling. The half-filled cubic band is an exception. With $Q=(\pi,\pi,\pi)$ one has $\varepsilon_{k+Q}=-\varepsilon_k$, and the summand becomes $\tanh(\varepsilon_k/2T)/(2\varepsilon_k)$. Its sum grows as $\ln(D/T)$, so $T_{RKKY}$ is then no longer simply proportional to $J^2$. The Fermi level at $-t$ avoids this case, although $c$ still drifts upward on cooling there, as discussed in part 4.

### 3. Where the scales cross

Using $J=g/\rho$, the condition $T_K=T_{RKKY}$ reads

$$De^{-1/g}=\frac{c\,g^2}{\rho}\quad\Rightarrow\quad e^{-1/g}=a\,g^2,\qquad a=\frac{c}{\rho D}.$$

With $x=1/g$ this becomes

$$x^2e^{-x}=a .$$

The derivative of the left side is $x(2-x)e^{-x}$. The function thus rises from zero to its maximum $4/e^2\approx0.54$ at $x=2$ and then falls back to zero. There are three cases.

- For $a>4/e^2$ there is no crossing, and $T_{RKKY}$ is larger at every $J$.
- For $a=4/e^2$ the curves touch at $g=1/2$.
- For $a<4/e^2$ there are two crossings, one with $g<1/2$ and one with $g>1/2$.

The statement that $T_{RKKY}$ is "of order $\rho J^2$" is therefore not enough to give a critical coupling. Take $c=1$ and a flat band. One state per site and spin spread over a width $2D$ gives $\rho D=1/2$, so $a=2$. The ratio $T_{RKKY}/T_K=a\,e^x/x^2$ is then never smaller than $2e^2/4\approx3.7$. With the prefactor of $T_K$ taken as one, a crossing requires $c<(4/e^2)\,\rho D$, which is 0.27 for the flat band.

To solve for $x$, take the square root and multiply by $-1/2$:

$$xe^{-x/2}=\sqrt a\quad\Rightarrow\quad\left(-\frac x2\right)e^{-x/2}=-\frac{\sqrt a}{2}.$$

This has the form $we^w=z$, which is solved by the Lambert function $w=W(z)$. The root with $x>2$ has $w<-1$ and belongs to the branch $W_{-1}$. Hence

$$g_c=-\frac{1}{2W_{-1}(-\sqrt a/2)},\qquad J_c=\frac{g_c}{\rho}.$$

By hand, one can iterate $x=\ln(1/a)+2\ln x$, which is the logarithm of the same equation. Started from any $x>2$, the iteration converges to this root, because the derivative of its right side, $2/x$, is below one there.

The other root lies at $g>1/2$. Both scales were derived for small $g$, so no physical meaning should be given to it.

For $J<J_c$ the RKKY scale is the larger one. On cooling, the spins are expected to order before they are screened. For $J>J_c$, within weak coupling, screening sets in first and is expected to suppress the order. The actual ordering temperature should then follow $J^2$ at small $J$, bend over, and vanish somewhere near $J_c$. This last picture is a physical expectation. Comparing two scales neither proves that there is a transition nor locates it precisely.

### 4. The cubic band

The band extends from $-6t$ to $6t$, so $D=6t=1.50$ eV. With the Fermi level at $-0.25$ eV there are 0.71 electrons per site. The numerical evaluation gives

- $\rho=0.571$ eV$^{-1}$, so $\rho D=0.857$;
- $\max_q\chi_0(q)=1.091$ eV$^{-1}$;
- $\chi_0(R{=}0)=0.698$ eV$^{-1}$.

These values come from a grid of $64^3$ points, and for $\rho$ and $\max_q\chi_0$ the last digit is not converged. For the infinite lattice $\rho=0.573$ eV$^{-1}$, and at the same electronic temperature $\max_q\chi_0=1.097$ eV$^{-1}$ and $c=0.087$; this leaves $J_c=0.30$ eV unchanged. On the grid used, the maximum lies at $q=(0.66,1,1)\,\pi$ in units of the inverse lattice constant, or at an equivalent point; for the infinite lattice the first component is about $0.645\,\pi$ at this temperature. The favoured order alternates from site to site along two axes and has a longer period along the third. The coefficient is

$$c=\frac{1.091-0.698}{8\times0.571}=0.086,\qquad a=\frac{0.086}{0.857}=0.100 .$$

This is below $4/e^2$, so a crossing exists. The solution is $x=5.82$, which can be checked in the iteration formula: $\ln(1/0.100)+2\ln5.82=2.30+3.52=5.82$. Therefore

$$g_c=\frac1{5.82}=0.172,\qquad J_c=\frac{0.172}{0.571\ \text{eV}^{-1}}=0.30\ \text{eV}.$$

With $c$ held at 0.086, as it is in the table below, the common scale is $T_K=1.50\ \text{eV}\times e^{-5.823}=0.0044$ eV, or about 50 K. It is far below both $J_c$ and $D$.

| $J/J_c$ | $J$ (eV) | $T_K$ (eV) | $T_{RKKY}$ (eV) | larger scale |
|---|---|---|---|---|
| 0.50 | 0.15 | 0.000013 | 0.0011 | RKKY |
| 0.75 | 0.23 | 0.00064 | 0.0025 | RKKY |
| 1.00 | 0.30 | 0.0044 | 0.0044 | equal |
| 1.25 | 0.38 | 0.014 | 0.0069 | Kondo |
| 1.50 | 0.45 | 0.031 | 0.010 | Kondo |

From the first row to the last, $J$ triples, with $c$ kept fixed. $T_{RKKY}$ grows by a factor of 9, while $T_K$ grows by a factor of more than 2000. The logarithmic slopes explain the difference: $d\ln T_{RKKY}/d\ln J=2$, whereas $d\ln T_K/d\ln J=1/g$, which is 5.8 at the crossing.

**How reliable is $J_c$?** The same difference in slopes protects the estimate against errors in the prefactors. From $\ln a=2\ln x-x$ one finds $d\ln a=(2-x)\,dx/x$. Since $d\ln g=-dx/x$,

$$\frac{d\ln g_c}{d\ln a}=\frac1{x-2}=\frac{g_c}{1-2g_c}=0.26 .$$

At fixed $\rho$, a small relative error in $a$ thus causes about a quarter of that relative error in $J_c$. An error in $\rho$ itself is not damped: $a=[\max_q\chi_0-\chi_0(R{=}0)]/(8\rho^2D)$ and $J_c=g_c/\rho$ give $d\ln J_c/d\ln\rho=-(1+2\times0.26)\approx-1.5$. For larger changes the crossing must be solved again: halving $c$ gives $J_c=0.26$ eV, and doubling it gives 0.37 eV. An unknown factor $\eta$ in front of $T_K$ replaces $a$ by $a/\eta$, so it is covered by the same numbers; if $\eta$ depends on $g$, its value at the shifted crossing is the one to use. The protection is lost as $g_c$ approaches $1/2$, where the two curves become tangent.

Three approximations deserve mention.

- The susceptibility was evaluated at an electronic temperature of 0.0125 eV, to smooth the finite set of $k$ points. This is higher than the common scale of 0.0044 eV. At twice that electronic temperature, and on a grid of $48^3$ instead of $64^3$ points, $c$ is 0.072 instead of 0.086, and $g_c$ is 0.164 instead of 0.172. The value of $c$ has therefore not fully settled, and $g_c$ differs between the two runs by about 4.5% of its value 0.172. The growth continues on further cooling: a fine integration along $q=(q_x,\pi,\pi)$ gives $c\approx0.10$ at 0.0044 eV and $c\approx0.11$ at 0.001 eV. With $\chi_0$ taken at the ordering temperature itself, the $T_{RKKY}$ column of the table is too low by about 20% in the first row and 5% in the last, and the crossing moves to $J_c\approx0.31$ eV with a common scale of about 0.0055 eV. This holds only to second order in $J$, with sharp electron states. Above the ordering temperature the electrons scatter off the disordered spins, with a Born width $\pi\rho J^2|\mathbf S|^2/4$ of 0.01 to 0.03 eV at $J_c$ for $|\mathbf S|^2$ between $1/4$ and $3/4$, which exceeds the common scale. Putting this width into $\chi_0$, without vertex corrections, gives a $T_{RKKY}$ of 0.98 to 0.77 times the table entry at $J_c$ and 0.81 to 0.57 times the entry in the last row, so the sign of the correction near and above $J_c$ is not settled.
- The Kondo formula assumed a constant $\rho$ and a Fermi level in the middle of the band. Here neither holds, and this affects the prefactor of $T_K$. Evaluating the leading logarithm $\int d\varepsilon\,\rho(\varepsilon)/(2|\varepsilon-\varepsilon_F|)$, cut off at a low temperature, with the actual density of states instead of the constant one gives $\eta\approx0.5$, because $\rho(\varepsilon)$ falls toward the band edges. This acts like doubling $c$ and raises $J_c$ to just under 0.4 eV.
- $T_K$ describes one spin in a metal. The lattice has one spin per site but only 0.71 electrons per site, and the estimate does not address how they share the screening.

A fair statement of the result is $J_c\approx0.3$ eV for this model when the prefactor of $T_K$ is taken as one. The band shape alone moves it to just under 0.4 eV, and any further reduction of $T_K$ by the neglected higher-order terms would raise it more; that effect is not bounded here. As an example of its possible size, a factor $\sqrt g$ in front of $T_K$ would give $J_c=0.38$ eV alone and 0.50 eV together with $\eta\approx0.5$, where the damping factor $g_c/(1-2g_c)$ has grown from 0.26 to 0.67. The numerical check checks the shell coefficient, the pair coupling, the mean-field ordering temperature and the crossing by independent calculations.

## Table of computed values

```
TESTS
shell coefficient, exact diag. (expected 1): 0.9994
K(R) energy/formula, two separations: 1.0000 1.0000
mean-field moment at 0.9 T_order: 0.250
mean-field moment at 1.1 T_order: 8.5e-11
MODEL BAND
hopping t: 0.25 eV
half bandwidth D: 1.50 eV
Fermi level: -0.25 eV
electronic temperature in chi0: 0.0125 eV
electrons per site: 0.714
rho per site and spin: 0.5711 1/eV
rho from Bessel integral: 0.5727 1/eV
rho D: 0.8566
max chi0(q): 1.0910 1/eV
q of maximum, components / (pi/lattice constant): 0.656 1.000 1.000
chi0(R=0): 0.6983 1/eV
CROSSING
c: 0.0860
a = c/(rho D): 0.1003
largest a with a crossing, 4/e^2: 0.5413
largest c with a crossing here: 0.4637
c = 1, flat band: smallest T_RKKY/T_K: 3.695
g_c: 0.1717
1/g_c: 5.823
second root g (not trusted): 2.606
J_c: 0.3007 eV
common scale at J_c: 0.004439 eV = 51.51 K
DIAGRAM: J/J_c, J (eV), T_K (eV), T_RKKY (eV)
0.50  0.1504  1.314e-05  1.110e-03
0.75  0.2255  6.373e-04  2.497e-03
1.00  0.3007  4.439e-03  4.439e-03
1.25  0.3759  1.423e-02  6.936e-03
1.50  0.4511  3.092e-02  9.988e-03
ROBUSTNESS
d ln g_c / d ln a: 0.2616
J_c with c halved: 0.2561 eV
J_c with c doubled: 0.3724 eV
c at electronic temperature 0.025 eV: 0.0720
g_c at that electronic temperature: 0.1640
```
